Equivalent oxide thickness of a dielectric bilayer and its interlayer floor

Consider two flat dielectric layers stacked between parallel plates that are wide compared with their separation. Shifting the stack sideways, or turning it about its normal, changes nothing, so the electric field points along the normal and depends only on the coordinate z in that direction. In atomic units, with 4πε₀ = 1, a charge divided by a length is a potential. If the plates carry charges ±σ per area and the voltage between them is V, then V/σ is a length. In a linear medium it does not depend on σ, so it must be built from the two layer thicknesses a and b and from dimensionless properties of the materials.

Symmetry says more. The field of one uniformly charged plane has the dimension of charge per area, and so has the charge density of the plane. A distance from the plane could enter only as a ratio to another length, and an infinite plane supplies none. The field therefore does not weaken with distance. A uniformly polarized layer carries two such planes of opposite charge, on its two faces, and outside the layer their fields cancel. At given σ, neither layer is aware of the polarization of the other. The voltage drop over a layer is then proportional to σ, to the layer's own thickness, and to a function g of its own permittivity:

V/σ = a g(ε₁) + b g(ε₂).

This already fixes the form of the answer. The equivalent oxide thickness, EOT, is the thickness of a single layer of a reference dielectric, with relative permittivity ε_r, that has the same capacitance per area as the stack. For the single layer V/σ = EOT · g(ε_r), and equating the two ratios gives

EOT = a g(ε₁)/g(ε_r) + b g(ε₂)/g(ε_r).

The EOT is a sum of one term per layer. If b shrinks while a is held, the first term stays. What remains is to find g, which decides how high the remaining term is.

Let the semiconductor be the lower plate and the gate the upper one, with z pointing from semiconductor to gate. The interlayer, with thickness a and relative permittivity ε₁, lies on the semiconductor. The high-permittivity film, with thickness b and relative permittivity ε₂, lies between the interlayer and the gate. Both plates are taken as ideal: their charge sits at their surfaces, and there is no static field inside them. The gate carries σ per area and the semiconductor −σ.

A flat box enclosing a piece of a charged plane has two faces through which flux leaves, so Gauss's law gives 2E = 4πσ. A plane with charge σ thus produces the field +2πσ above itself and −2πσ below. Between the plates, the gate contributes −2πσ, because the point lies below it. The semiconductor charge −σ also contributes −2πσ, because the point lies above it. The plates together give

E_plates = −4πσ.

Let P be the z component of the polarization in a layer. Its upper face carries the bound charge +P per area and its lower face −P. Inside the layer the upper face contributes −2πP and the lower face −2πP. The total field in the layer is

E = −4πσ − 4πP.

For a linear dielectric P = χE, where χ is the susceptibility. Substitution gives

E = −4πσ − 4πχE,

E (1 + 4πχ) = −4πσ,

E = −4πσ/ε,  with ε = 1 + 4πχ.

This holds in each layer with its own ε:

E₁ = −4πσ/ε₁,  E₂ = −4πσ/ε₂.

The displacement D = E + 4πP equals −4πσ in both layers. The layers share the displacement but not the field, and the ratio of the fields is

E₁/E₂ = ε₂/ε₁.

The layer that polarizes less screens less, and keeps the larger field.

The voltage of the gate relative to the semiconductor is minus the integral of the field from the lower plate to the upper one. Each field is constant within its layer, so

V = −∫ E dz = −E₁a − E₂b = 4πσ (a/ε₁ + b/ε₂).

Comparison with the first equation shows that g(ε) = 4π/ε. The capacitance per area is the change of gate charge with voltage,

C = dσ/dV = 1/[4π (a/ε₁ + b/ε₂)].

A reference layer of thickness t has C = ε_r/(4πt). Setting t = EOT and equating the two capacitances,

ε_r/(4π EOT) = 1/[4π (a/ε₁ + b/ε₂)].

Multiplying both sides by 4π and taking reciprocals gives EOT/ε_r = a/ε₁ + b/ε₂, and therefore

EOT = ε_r (a/ε₁ + b/ε₂).

The conventional reference is silicon dioxide with ε_r = 3.9. This number fixes the scale on which thickness is quoted; it does not affect the capacitance of the stack. The formula is unchanged when the two layers are exchanged, so an interlayer on the gate side would count just as much.

As a numerical check, the fields of all free and bound charge planes were added as vacuum fields, the polarization was solved for self-consistently, and the reference thickness of equal capacitance was found by a search. For 30 bilayers with random thicknesses and permittivities, the EOT found in this way agreed with the formula to a relative error below 10⁻⁷, as the numerical output records.

The floor is now explicit. Write

F = ε_r a/ε₁,

EOT = F + (ε_r/ε₂) b.

At fixed a and ε₁, the EOT is a straight line in b with intercept F and slope ε_r/ε₂. Both permittivities are taken to be positive here and below. The second term is then positive for every film of positive thickness and finite permittivity, so EOT > F for each of them. A negative effective permittivity, as is sometimes assigned to ferroelectric films, would make this term negative and lies outside the result. For positive permittivities, the floor is a limit that is approached as the film is thinned, and not a value that a film of positive thickness attains. A higher ε₂ makes the line flatter but leaves its intercept in place.

The limit of very large ε₂ shows what the floor means. The field E₂ then tends to zero at given σ, and the film behaves electrically like an extension of the gate. What is left is a capacitor whose upper plate rests on the interlayer. Thinning the film to nothing leads to the same capacitor, because it brings the gate itself down to that surface. Neither route removes the voltage that the interlayer needs in order to carry the displacement.

Without an interlayer, a = 0 and EOT = ε_r b/ε₂, which shrinks in proportion to the film. Between ideal plates, the floor is therefore due to the interlayer. Its existence does not require ε₁ to be low: any layer of fixed thickness and finite permittivity leaves a remainder. The low permittivity makes the remainder large. If the interlayer has the reference permittivity, ε₁ = ε_r, then F = a, and its whole physical thickness is counted.

The voltage shows the same cause. The fraction of V that drops over the interlayer is

s = (4πσa/ε₁)/[4πσ (a/ε₁ + b/ε₂)] = (a/ε₁)/(a/ε₁ + b/ε₂).

Multiplying numerator and denominator by ε_r turns this into

s = F/EOT.

As b goes to zero, s goes to 1: the interlayer takes nearly all the voltage, and little is left for a change of the film to act on. To see how much a thinner film gains, differentiate the EOT with respect to b, which gives ε_r/ε₂, and form the relative change:

d ln EOT/d ln b = (b/EOT)(ε_r/ε₂) = (EOT − F)/EOT = 1 − s.

A film thinned by one per cent lowers the EOT by (1 − s) per cent, to first order. For a halving, which is not a small change, the straight line gives

EOT(b/2) = F + [EOT(b) − F]/2 = [EOT(b) + F]/2,

EOT(b/2)/EOT(b) = (1 + s)/2.

With s near zero, halving the film halves the EOT. With s near one, it hardly changes it. The two layers take equal shares when a/ε₁ = b/ε₂, that is, at the film thickness

b* = ε₂a/ε₁.

Below b* the interlayer contributes more than half of the EOT.

For numbers, take an interlayer with a = 5 Å and ε₁ = 5, and a film with ε₂ = 20. These are round model parameters and stand for no particular material. The floor is

F = 3.9 × 5/5 = 3.9 Å = 0.39 nm,

and the equal-share thickness is b* = 20 × 5/5 = 20 Å. The slope is 3.9/20 = 0.195, so at b = 10 Å

EOT = 3.9 + 0.195 × 10 = 5.85 Å,

s = 3.9/5.85 = 0.667.

Starting from 40 Å and halving the film four times gives these values:

b = 40 Å: EOT = 11.70 Å, s = 0.333
b = 20 Å: EOT = 7.80 Å, s = 0.500
b = 10 Å: EOT = 5.85 Å, s = 0.667
b = 5 Å: EOT = 4.88 Å, s = 0.800
b = 2.5 Å: EOT = 4.39 Å, s = 0.889

The film has become thinner by a factor of 16, and the EOT has fallen by a factor of only 11.70/4.39 = 2.7. Without the interlayer it would have fallen by the full 16. The first halving multiplies the EOT by (1 + 0.333)/2 = 0.667, and the last by (1 + 0.800)/2 = 0.900. Each halving achieves less than the one before, although the film material is the same throughout.

Now apply 0.5 V, so that the potential energy of an electron differs by 0.5 eV between the plates. At b = 10 Å the interlayer takes 0.667 × 0.5 = 0.333 eV and the film the remaining 0.167 eV. Dividing by the thicknesses gives the magnitudes of the fields, expressed as energy per length for one electron:

interlayer: 0.333/5 = 0.0667 eV/Å
film: 0.167/10 = 0.0167 eV/Å

Their ratio is 4, which is ε₂/ε₁. The interlayer is half as thick as the film and takes twice the voltage. At b = 2.5 Å its drop has risen to 0.444 eV. At fixed voltage the field in the interlayer thus grows as the film is thinned, towards 0.5/5 = 0.1 eV/Å. In device units the interlayer field is 6.7 MV/cm at b = 10 Å and tends to 10 MV/cm, which is the order of the breakdown field of bulk silicon dioxide. Whether a real interlayer withstands such a field is a separate question, which the linear model cannot answer.

The floor in thickness is a ceiling in capacitance. Since C is inversely proportional to the EOT,

C/C_max = F/EOT = s,

where C_max is the capacitance per area of the interlayer alone. Here a/ε₁ = 1 Å, so the interlayer is equivalent to a vacuum gap of 1 Å, and

C_max = 5.53 × 10⁻³ e/(V Å²) = 8.85 μF/cm².

At b = 10 Å the capacitance is 0.667 × 8.85 = 5.90 μF/cm². At b = 2.5 Å it is 7.87 μF/cm², or 89 per cent of the ceiling. Even removing the last 2.5 Å of film could add no more than the missing 11 per cent of C_max.

The formula can also be read as a design rule, as far as the capacitance alone is concerned. It says nothing about the current that tunnels through the insulator, which grows steeply as the layers are thinned and can rule out a stack in a real device. To reach a target EOT = T, solve T = F + (ε_r/ε₂) b for the film thickness:

b = (ε₂/ε_r)(T − F).

For T = 5 Å this gives

b = (20/3.9)(5 − 3.9) = 5.6 Å.

For T = 3 Å it gives (20/3.9)(3 − 3.9) = −4.6 Å. The negative thickness says that no film can meet this target on the given interlayer. Raising ε₂ does not help, because it multiplies a negative difference. The floor itself has to come down, by a smaller a or a larger ε₁. If the interlayer is thinned to 2.5 Å, the floor becomes 1.95 Å, and the target of 3 Å is met with

b = (20/3.9)(3 − 1.95) = 5.4 Å.

The relative cost of the two materials follows from the slopes. One more angstrom of interlayer raises the EOT by ε_r/ε₁ = 0.78 Å, and one more angstrom of film by ε_r/ε₂ = 0.195 Å. The ratio is again ε₂/ε₁ = 4. If the interlayer grows by 1 Å during processing, the film has to be 4 Å thinner to keep the same EOT, provided that it has 4 Å to give.

So far the boundary between the layers has carried no free charge. Suppose that it holds a fixed charge q per area. Neutrality of the whole stack then requires −(σ + q) on the semiconductor. The gate charge still sets D₂ = −4πσ in the film. Gauss's law for a flat box around the internal boundary gives D₂ − D₁ = 4πq, so

D₁ = D₂ − 4πq = −4π(σ + q).

Dividing each displacement by its permittivity and integrating as before,

V = 4π(σ + q) a/ε₁ + 4πσ b/ε₂
  = 4πσ (a/ε₁ + b/ε₂) + 4πq a/ε₁.

The last term does not contain σ. The fixed charge shifts the voltage at a given gate charge, but leaves dσ/dV, and with it the EOT, as it was. For q = 10⁻⁴ e/Å² and the interlayer of the example, the shift corresponds to 0.018 eV.

The shift depends on what is held fixed. If the semiconductor charge is held at σ_s instead, the gate charge is σ = −σ_s − q, and substitution gives

V = −4π(σ_s + q)(a/ε₁ + b/ε₂) + 4πq a/ε₁
  = −4πσ_s (a/ε₁ + b/ε₂) − 4πq b/ε₂.

The shift now has the opposite sign and grows with the thickness of the film, because the field lines that start on q and used to end on the semiconductor must end on the gate. The capacitance is again unaffected. This conclusion fails if the interface charge responds to the voltage, as charge in traps can. Then q depends on σ, and

dV/dσ = 4π (a/ε₁ + b/ε₂) + 4π (a/ε₁) dq/dσ.

A capacitance measured in that situation does not give the EOT of the two layers directly.

A similar caution applies to the plates. In a real transistor the carriers in the semiconductor are spread over a finite depth, and part of the applied voltage, say ψ(σ), drops there. Adding it to V gives

1/C_total = 4π EOT/ε_r + dψ/dσ.

When more charge requires a larger drop in the semiconductor, the last term is positive, and the total capacitance is smaller than the EOT alone suggests. The term is not small: for an electron inversion layer in silicon at charge densities near 10¹³ per cm², it amounts to roughly 3 to 5 Å on the EOT scale, as much as the floor F of the example. The 0.5 V used above is likewise the drop across the insulator alone. By its definition the EOT describes the insulator, and the ceiling found above is that of the insulator.

Another assumption under strain is that each layer has a permittivity of its own that does not depend on its thickness. A layer of 5 Å is only a few atoms thick, and the limit b → 0 is an extrapolation of the model, not a description of a film thinner than an atom. Part of the conclusion survives without this assumption. If the permittivity of the film depends on its thickness, the EOT becomes

EOT = F + ε_r b/ε₂(b).

The line is no longer straight, but the second term remains positive as long as ε₂(b) is positive and finite, so F is still a lower bound, provided that the thickness and permittivity of the interlayer are not themselves changed by the film above it. If the permittivity falls as the film gets thinner, the EOT of the thinned film lies above the value that the constant-permittivity formula predicts with the permittivity of the starting film, because b is then divided by a smaller number.

If the two materials mix at their boundary, uniformly in the sideways directions, the permittivity varies continuously with z and with z only. Cutting the stack into thin slices and applying the same addition of voltage drops gives

EOT = ε_r ∫ dz/ε(z).

The integrand is largest where the permittivity is smallest, so a thin region of low permittivity still weighs more than its thickness suggests. If thinning the film leaves ε(z) unchanged in the part of the stack that remains, the floor is ε_r times the integral over that part. If the mixing itself changes with the film thickness, the profile of the thinned stack has to be used. Mixing can lower the floor by raising ε(z) in the part that remains, but cannot bring the floor to zero while a region of nonzero thickness and finite permittivity is left.

All of this assumes a stack that is uniform sideways. If the boundary is rough, patches of different interlayer thickness act in parallel and the thin patches weigh more. For a slow undulation the local EOT is A + B sin(kx), where A is the flat value and B = ε_r (1/ε₁ − 1/ε₂) times the amplitude. Averaging the capacitance gives EOT = √(A² − B²). With an amplitude of 2 Å and b = 2.5 Å this is 4.2 Å in place of 4.39 Å. For ε₂ = 100 it is 3.7 Å, below the floor computed from the mean interlayer thickness.

Computed values

```
reference permittivity: 3.9
interlayer thickness: 5.0 angstrom, permittivity 5
film permittivity: 20
total electron energy drop: 0.50 eV
random bilayers tested: 30
largest relative EOT error below 1e-7: True
EOT floor: 3.900 angstrom = 0.3900 nm
equal-share film thickness: 20.0 angstrom
EOT per angstrom of interlayer: 0.780
EOT per angstrom of film: 0.195
Film b and EOT in angstrom; interlayer share of the drop:
  b 40.0  EOT 11.7000  share 0.3333
  b 20.0  EOT  7.8000  share 0.5000
  b 10.0  EOT  5.8500  share 0.6667
  b  5.0  EOT  4.8750  share 0.8000
  b  2.5  EOT  4.3875  share 0.8889
Interlayer drop (eV), film drop (eV), gate charge (e/angstrom^2):
  b 40.0  0.1667  0.3333  9.2106e-04
  b 20.0  0.2500  0.2500  1.3816e-03
  b 10.0  0.3333  0.1667  1.8421e-03
  b  5.0  0.4000  0.1000  2.2105e-03
  b  2.5  0.4444  0.0556  2.4562e-03
Capacitance in e/(V angstrom^2) and in microF/cm^2:
  b 40.0  1.8421e-03  2.951
  b 20.0  2.7632e-03  4.427
  b 10.0  3.6842e-03  5.903
  b  5.0  4.4211e-03  7.083
  b  2.5  4.9123e-03  7.870
  ceiling 5.5263e-03  8.854
EOT ratio when the film is halved:
  b 40.0 -> 20.0  ratio 0.6667
  b 20.0 -> 10.0  ratio 0.7500
  b 10.0 ->  5.0  ratio 0.8333
  b  5.0 ->  2.5  ratio 0.9000
Layer fields at b = 10 angstrom (eV/angstrom):
  interlayer 0.06667  film 0.01667
target EOT 5.0 angstrom: film 5.641 angstrom
target EOT 3.0 angstrom: film -4.615 (impossible)
interlayer halved to 2.5 angstrom:
  new floor 1.950 angstrom
  film for EOT 3.0: 5.385 angstrom
fixed interface charge: 1.0e-04 e/angstrom^2
  shift of e*V at fixed gate charge: 0.01810 eV
```
